# Choosing the number of Voigt elements in a linear Kramers-Kronig test: test program

```python
# Linear Kramers-Kronig test with fixed-time Voigt elements.
# Model: Z(w) = R0 + sum_k R_k/(1 + i w tau_k), real R_k, tau_k fixed.
# Data: N complex points, weighted by 1/|Z|; noise sigma per component.
# Result under test, with p = M+1 parameters and projector P on the model:
#   mean RSS/sigma^2               = 2N - p + lam
#   mean misfit to a second sweep  = 2N + p + lam   (same units)
#   lam = |(1-P) f|^2/sigma^2, f = weighted noise-free data,
# and M = 2N-1 elements reproduce any data, causal or not.
import numpy as np
from mpmath import mp, mpf, mpc
from scipy.constants import k as k_joule, e as q_e, epsilon_0
from scipy.stats import chi2, ncx2

mp.dps = 50
rng = np.random.default_rng(12345)
k_ev = k_joule / q_e

# Rough parameters in the regime of a doped-ceria ceramic
T0 = 473.0                    # K
thickness, area = 0.1, 1.0    # cm, cm^2
conductivity = 8e-6           # S/cm, grain interior at T0
eps_r = 28.0
grain_nm, boundary_nm = 1000.0, 5.0
boundary_ratio = 2.0          # boundary resistance / bulk resistance
E_bulk, E_boundary = 0.75, 0.90   # eV
alpha = 0.9                   # depression exponent of the boundary arc
sigma = 0.002                 # relative noise per component
warming = 1.0                 # K over the sweep, high to low frequency

R_bulk = thickness / (conductivity * area)
C_bulk = eps_r * epsilon_0 * 0.01 * area / thickness   # F, lengths in cm
R_gb = boundary_ratio * R_bulk
C_gb = C_bulk * grain_nm / boundary_nm

N = 25
freq = 10.0 * 10 ** (0.2 * np.arange(N))
omega = 2 * np.pi * freq
log_span = np.log(omega[-1] / omega[0])
sweep_fraction = np.log(omega[-1] / omega) / log_span


def activated(resistance, energy, T):
    return resistance * (T / T0) * np.exp(energy / k_ev * (1 / T - 1 / T0))


def impedance(w, T):
    rb = activated(R_bulk, E_bulk, T)
    rg = activated(R_gb, E_boundary, T)
    return rb / (1 + 1j * w * rb * C_bulk) \
        + rg / (1 + (1j * w * rg * C_gb) ** alpha)


Z = impedance(omega, T0)
Z_drift = impedance(omega, T0 + warming * sweep_fraction)
modulus = np.abs(Z)


def split(z):
    return np.concatenate([z.real / modulus, z.imag / modulus])


def time_constants(M):
    return np.geomspace(1 / omega[-1], 1 / omega[0], M)


def voigt_matrix(M, weight_modulus):
    wt = np.outer(omega, time_constants(M))
    cols = np.hstack([np.ones((N, 1)), 1 / (1 + 1j * wt)])
    cols = cols / weight_modulus[:, None]
    return np.vstack([cols.real, cols.imag])


def exact_basis(M):
    """Orthonormal basis of the weighted model space, 50-digit arithmetic."""
    A = np.empty((2 * N, M + 1), dtype=object)
    taus = [mpf(float(t)) for t in time_constants(M)]
    for j in range(N):
        w, g = mpf(float(omega[j])), 1 / mpf(float(modulus[j]))
        A[j, 0], A[N + j, 0] = g, mpf(0)
        for c, t in enumerate(taus):
            x = w * t
            d = g / (1 + x * x)
            A[j, c + 1], A[N + j, c + 1] = d, -x * d
    for c in range(M + 1):
        v = A[:, c].copy()
        v = v / mp.sqrt(np.dot(v, v))
        A[:, c] = v
        if c < M:
            rest = A[:, c + 1:]
            A[:, c + 1:] = rest - np.outer(v, np.dot(v, rest))
    return A.astype(float)


def unexplained(vector, Q):
    return vector - Q @ (Q.T @ vector)


def reject_probability(lam, dof):
    limit = chi2.ppf(0.95, dof)
    return chi2.sf(limit, dof) if lam < 1e-9 else ncx2.sf(limit, dof, lam)


# Stationary model obeys Kramers-Kronig: quadrature of the dispersion integral
h = 0.01
u = (np.arange(-4000, 4000) + 0.5) * h      # u = ln(x/w), skips u = 0
kk_error = 0.0
for w, z in zip(omega, Z):
    real_part = impedance(w * np.exp(u), T0).real
    imag = h / np.pi * np.sum((real_part - z.real) / np.sinh(u))
    kk_error = max(kk_error, abs(imag - z.imag) / abs(z))
assert kk_error < 1e-8

# Exact projections for a range of M
M_list = [4, 7, 10, 13, 16, 19, 25, 31, 37, 43, 47, 49]
basis = {M: exact_basis(M) for M in M_list}
for Q in basis.values():
    assert np.max(np.abs(Q.T @ Q - np.eye(Q.shape[1]))) < 1e-12
f_valid, f_drift = split(Z), split(Z_drift)
lam_valid = {M: np.sum(unexplained(f_valid, basis[M]) ** 2) / sigma ** 2
             for M in M_list}
lam_drift = {M: np.sum(unexplained(f_drift, basis[M]) ** 2) / sigma ** 2
             for M in M_list}
ladder = [4, 7, 13, 25, 49]                 # nested sets of time constants
for a, b in zip(ladder[:-1], ladder[1:]):
    assert lam_valid[b] <= lam_valid[a] + 1e-6
    assert lam_drift[b] <= lam_drift[a] + 1e-6
assert lam_drift[2 * N - 1] < 1e-12

false_alarm, detection = {}, {}
for M in M_list:
    dof = 2 * N - M - 1
    if dof > 0:
        false_alarm[M] = reject_probability(lam_valid[M], dof)
        detection[M] = reject_probability(lam_drift[M], dof)
assert false_alarm[4] > 0.9 and false_alarm[25] < 0.06

# Sign measure of fitted coefficients, median over noisy stationary sweeps
mu = {}
noisy = f_valid[:, None] + sigma * rng.standard_normal((2 * N, 400))
for M in M_list:
    coef = np.linalg.lstsq(voigt_matrix(M, modulus), noisy, rcond=None)[0][1:]
    positive = np.where(coef > 0, coef, 0).sum(axis=0)
    negative = np.where(coef < 0, -coef, 0).sum(axis=0)
    mu[M] = np.median(1 - negative / positive)
assert mu[25] < 0.5

# Simulated sweeps, fitted in double precision, against the expectation laws
draws = 4000
noise1 = sigma * rng.standard_normal((2 * N, draws))
noise2 = sigma * rng.standard_normal((2 * N, draws))
sim = {}
for M in (7, 13, 25, 37):
    A = voigt_matrix(M, modulus)
    y1, y2 = f_valid[:, None] + noise1, f_valid[:, None] + noise2
    fit = A @ np.linalg.lstsq(A, y1, rcond=None)[0]
    same = np.sum((y1 - fit) ** 2, axis=0) / sigma ** 2
    new = np.sum((y2 - fit) ** 2, axis=0) / sigma ** 2
    law_same = 2 * N - (M + 1) + lam_valid[M]
    law_new = 2 * N + (M + 1) + lam_valid[M]
    # five standard errors of the simulated mean
    assert abs(same.mean() - law_same) < 5 * same.std() / np.sqrt(draws)
    assert abs(new.mean() - law_new) < 5 * new.std() / np.sqrt(draws)
    sim[M] = (same.mean(), law_same, new.mean(), law_new)

sim_detection = {}
for M in (13, 25):
    A = voigt_matrix(M, modulus)
    y = f_drift[:, None] + noise1
    r = y - A @ np.linalg.lstsq(A, y, rcond=None)[0]
    limit = chi2.ppf(0.95, 2 * N - M - 1)
    sim_detection[M] = np.mean(np.sum(r ** 2, axis=0) / sigma ** 2 > limit)
    assert abs(sim_detection[M] - detection[M]) < 0.04

# Weighting by the measured instead of the true modulus
rss_true, rss_measured = [], []
A_true = voigt_matrix(13, modulus)
for d in range(300):
    z = Z + modulus * (noise1[:N, d] + 1j * noise1[N:, d])
    for wgt, store in ((modulus, rss_true), (np.abs(z), rss_measured)):
        A = A_true if wgt is modulus else voigt_matrix(13, wgt)
        y = np.concatenate([z.real / wgt, z.imag / wgt])
        r = y - A @ np.linalg.lstsq(A, y, rcond=None)[0]
        store.append(r @ r)
weight_shift = np.mean(rss_measured) / np.mean(rss_true) - 1
assert abs(weight_shift) < 0.01

# M = 2N-1 reproduces the complex conjugate, a gross violation of causality
taus = [mpf(float(t)) for t in time_constants(2 * N - 1)]
ws = [mpf(float(w)) for w in omega]
target = [mpc(float(z.real), float(-z.imag)) for z in Z]
rows, rhs = [], []
for part in ("real", "imag"):
    for w, z in zip(ws, target):
        elements = [mpc(1)] + [1 / mpc(1, w * t) for t in taus]
        rows.append([getattr(v, part) for v in elements])
        rhs.append(getattr(z, part))
solution = mp.lu_solve(mp.matrix(rows), mp.matrix(rhs))
mirror_error = mpf(0)
for w, z in zip(ws, target):
    value = solution[0]
    for c, t in enumerate(taus):
        value += solution[c + 1] / mpc(1, w * t)
    mirror_error = max(mirror_error, abs(value - z) / abs(z))
assert mirror_error < mpf(10) ** (-20)
largest_R = max(abs(solution[c]) for c in range(1, 2 * N))
mirror_rms = {M: np.sqrt(np.mean(unexplained(split(Z.conj()), basis[M]) ** 2))
              for M in (13, 25)}

# Visible part of a slow drift: i (pi/2) (dT/log_span) dZ/dT
small = 0.01
dZdT = (impedance(omega, T0 + small) - impedance(omega, T0 - small)) \
    / (2 * small)
actual = unexplained(
    split(impedance(omega, T0 + small * sweep_fraction) - Z), basis[25])
predicted = unexplained(
    split(0.5j * np.pi * small / log_span * dZdT), basis[25])
drift_rule_error = np.linalg.norm(actual - predicted) / np.linalg.norm(actual)
# the causal remainder is not fitted perfectly at the edges of the window
assert drift_rule_error < 0.15
drift_rms = np.sqrt(np.mean((f_drift - f_valid) ** 2))
visible_rms = np.sqrt(np.mean(unexplained(f_drift - f_valid, basis[25]) ** 2))

# Effects left out of the model
L_lead, C_electrode, C_stray = 1e-6, 1e-5, 1e-12    # H, F, F
neglected = {
    "lead 1 uH": 1j * omega * L_lead,
    "electrode 10 uF": 1 / (1j * omega * C_electrode),
    "stray 1 pF": Z / (1 + 1j * omega * C_stray * Z) - Z,
}
step_change = abs(activated(R_gb, E_boundary, T0 + warming / (N - 1))
                  / R_gb - 1)
amplitude = 0.05                                    # V across the sample
boundaries = thickness * 1e7 / grain_nm
nonlinearity = (amplitude / boundaries / (k_ev * T0)) ** 2 / 24

print(f"temperature {T0:.0f} K, warming {warming:.1f} K per sweep")
print(f"thickness {thickness*10:.1f} mm, area {area:.1f} cm2")
print(f"conductivity {conductivity:.1e} S/cm, eps_r {eps_r:.0f}")
print(f"grain {grain_nm:.0f} nm, boundary {boundary_nm:.0f} nm")
print(f"activation: bulk {E_bulk:.2f} eV, boundary {E_boundary:.2f} eV")
print(f"bulk R {R_bulk/1e3:.2f} kohm, C {C_bulk*1e12:.2f} pF")
print(f"boundary R {R_gb/1e3:.2f} kohm, C {C_gb*1e9:.3f} nF, "
      f"exponent {alpha:.1f}")
print(f"RC times: bulk {R_bulk*C_bulk*1e6:.3f} us, "
      f"boundary {R_gb*C_gb*1e6:.1f} us")
print(f"N = {N} points, {freq[0]:.0f} Hz to {freq[-1]/1e3:.1f} kHz")
print(f"tau range {1e6/omega[-1]:.3f} us to {1e3/omega[0]:.2f} ms")
print(f"|Z| at ends: {modulus[0]/1e3:.2f} and {modulus[-1]/1e3:.2f} kohm")
print(f"noise per component {100*sigma:.2f} % of |Z|")
print(f"KK quadrature error {kk_error:.1e} of |Z|")
print("M, dof, lam valid, lam drift, P(false alarm), P(detect), mu")
for M in M_list:
    dof = 2 * N - M - 1
    probs = (f"{false_alarm[M]:.3f} {detection[M]:.3f}" if dof > 0
             else "no test left")
    print(f"{M:2d} {dof:2d} {lam_valid[M]:.3g} {lam_drift[M]:.3g} "
          f"{probs} {mu[M]:.3f}")
print("misfit/sigma^2: M, same sweep (sim, law), new sweep (sim, law)")
for M, s in sim.items():
    print(f"{M:2d}  {s[0]:.2f} {s[1]:.2f}  {s[2]:.2f} {s[3]:.2f}")
for M in (13, 25):
    print(f"simulated detection, M={M}: {sim_detection[M]:.3f}")
print(f"measured-modulus weights shift RSS by {100*weight_shift:.3f} %")
print(f"conjugate data, rms misfit M=13: {100*mirror_rms[13]:.1f} % of |Z|")
print(f"conjugate data, rms misfit M=25: {100*mirror_rms[25]:.1f} % of |Z|")
print(f"conjugate data, M=49: max error {float(mirror_error):.1e} of |Z|")
print(f"conjugate data, M=49: largest |R_k| {float(largest_R):.2e} ohm")
print(f"drift, rms change of data {100*drift_rms:.3f} % of |Z|")
print(f"drift, rms left visible at M=25 {100*visible_rms:.3f} % of |Z|")
print(f"pi/2 drift rule, relative error {100*drift_rule_error:.2f} %")
print("neglected: max share of |Z| in %, lam at M=13, lam at M=25")
for name, dz in neglected.items():
    lams = [np.sum(unexplained(split(dz), basis[M]) ** 2) / sigma ** 2
            for M in (13, 25)]
    print(f"{name}: {100*np.max(np.abs(dz)/modulus):.3f} "
          f"{lams[0]:.3g} {lams[1]:.3g}")
print(f"boundary R change between readings {100*step_change:.3f} %")
print(f"nonlinearity at {1e3*amplitude:.0f} mV, {boundaries:.0f} "
      f"boundaries: {nonlinearity:.1e}")
print("all assertions hold")
```

Output:

```
temperature 473 K, warming 1.0 K per sweep
thickness 1.0 mm, area 1.0 cm2
conductivity 8.0e-06 S/cm, eps_r 28
grain 1000 nm, boundary 5 nm
activation: bulk 0.75 eV, boundary 0.90 eV
bulk R 12.50 kohm, C 24.79 pF
boundary R 25.00 kohm, C 4.958 nF, exponent 0.9
RC times: bulk 0.310 us, boundary 124.0 us
N = 25 points, 10 Hz to 631.0 kHz
tau range 0.252 us to 15.92 ms
|Z| at ends: 37.45 and 7.97 kohm
noise per component 0.20 % of |Z|
KK quadrature error 2.3e-16 of |Z|
M, dof, lam valid, lam drift, P(false alarm), P(detect), mu
 4 45 1.19e+05 1.18e+05 1.000 1.000 0.896
 7 42 5.67e+03 5.26e+03 1.000 1.000 0.913
10 39 393 429 1.000 1.000 0.972
13 36 96.5 156 1.000 1.000 0.927
16 33 17.9 85 0.593 1.000 0.829
19 30 3.16 74.1 0.112 1.000 0.655
25 24 0.083 71 0.051 1.000 0.130
31 18 0.00156 68 0.050 1.000 0.011
37 12 1.71e-05 64.3 0.050 1.000 0.001
43  6 1.1e-07 59.8 0.050 1.000 0.000
47  2 9.94e-09 56 0.050 1.000 0.000
49  0 3.53e-25 2.48e-25 no test left 0.000
misfit/sigma^2: M, same sweep (sim, law), new sweep (sim, law)
 7  5717.03 5715.05  5733.40 5731.05
13  132.14 132.51  160.20 160.51
25  24.14 24.08  75.84 76.08
37  12.01 12.00  87.72 88.00
simulated detection, M=13: 1.000
simulated detection, M=25: 1.000
measured-modulus weights shift RSS by -0.003 %
conjugate data, rms misfit M=13: 30.3 % of |Z|
conjugate data, rms misfit M=25: 28.0 % of |Z|
conjugate data, M=49: max error 1.2e-43 of |Z|
conjugate data, M=49: largest |R_k| 8.07e+11 ohm
drift, rms change of data 1.570 % of |Z|
drift, rms left visible at M=25 0.239 % of |Z|
pi/2 drift rule, relative error 0.99 %
neglected: max share of |Z| in %, lam at M=13, lam at M=25
lead 1 uH: 0.050 0.00711 0.000917
electrode 10 uF: 4.250 74 10.9
stray 1 pF: 3.084 1.46 0.000488
boundary R change between readings 0.186 %
nonlinearity at 50 mV, 1000 boundaries: 6.3e-08
all assertions hold
```
